# Why Short-Range Polarons Need a Localized Seed in Three Dimensions

**Question.** An extra electron is placed in a periodic cell of a perfect crystal, and electron and lattice are relaxed in turn until they agree. In a chain, a minute irregularity in the starting distortion can grow into a self-trapped polaron. In a three-dimensional crystal the same start can return to a uniform electron, even when the polaron has the lower energy. What makes the difference, and how large must the seed be?

**Answer.**

## Two energies that scale differently

Take one electron with nearest-neighbour hopping $t$ on a lattice of spacing 1, measure energy from the band bottom, and let each site carry a classical, independent distortion $x_i$ with spring constant $K$ and coupling $A$. The lattice is static, so quantum tunnelling of the polaron is left out. With $x_i=Ap_i/K$ and $g=A^2/K$, the energy is

$$J[\psi,p]=t\sum_{\rm bonds}|\psi_i-\psi_j|^2-g\sum_i p_i|\psi_i|^2+\frac g2\sum_i p_i^2,\qquad \sum_i|\psi_i|^2=1 .$$

Setting $\partial J/\partial p_i=0$ gives $p_i=|\psi_i|^2$. The coupling term is then $-g\sum|\psi_i|^4$, and the elastic cost returns half of it:

$$E[\psi]=t\sum_{\rm bonds}|\psi_i-\psi_j|^2-\frac g2\sum_i|\psi_i|^4 .$$

For a state much wider than a site, sums become integrals and differences become gradients. Let the state be a Gaussian, $\psi=(\pi L^2)^{-d/4}e^{-r^2/2L^2}$. Since $\nabla\psi=-\mathbf r\psi/L^2$ and $\langle r^2\rangle=dL^2/2$,

$$\int|\nabla\psi|^2=\frac{d}{2L^2},\qquad \int\psi^4=(\pi L^2)^{-d}\left(\frac{\pi L^2}{2}\right)^{d/2}=(2\pi L^2)^{-d/2}.$$

Hence

$$E(L)=\frac{T}{L^2}-\frac{V}{L^d},\qquad T=\frac{td}{2},\quad V=\frac g2(2\pi)^{-d/2}.$$

Another shape changes $T$ and $V$ but not the powers. Localization costs $L^{-2}$, because kinetic energy contains two derivatives. It gains $L^{-d}$, because the lattice responds to the local density.

In one dimension the gain wins at large $L$. The energy of a very wide state is negative and falls as the state contracts, down to $L=2T/V$, where $E=-V^2/4T$. No barrier protects the free state, however small $g$ is.

In three dimensions the cost wins at large $L$. Setting $-2T/L^3+3V/L^4=0$ gives a maximum at

$$L_b=\frac{3V}{2T},\qquad E_b=\frac{4T^3}{9V^2}-\frac{8T^3}{27V^2}=\frac{4T^3}{27V^2}.$$

Inside $L_b$ the continuum energy falls without limit; on a real lattice, if $g$ is large enough to hold a localized state, the collapse ends at about one site.

## The barrier in three dimensions does not depend on the trial shape

A Gaussian path has a maximum, but another path might avoid it. The following bound for the infinite lattice excludes this. Let $k_i$ be the sum of $|\psi-\psi'|^2$ over bonds in direction $i$, $k=k_1+k_2+k_3$, and $S=\sum|\psi|^6$. For moduli $a,b\ge0$ at the ends of a bond,

$$|a^4-b^4|=|a-b|(a^3+a^2b+ab^2+b^3)\le 2|a-b|(a^3+b^3),$$

because $a^3+b^3-a^2b-ab^2=(a+b)(a-b)^2\ge0$. Let $D_i$ be the sum of $|a^4-b^4|$ over bonds in direction $i$. The Cauchy–Schwarz inequality, with $(a^3+b^3)^2\le2(a^6+b^6)$ and two such bonds per site, gives

$$D_i\le2\sqrt{k_i}\,\sqrt{4S}=4\sqrt{k_iS}.$$

The function $f=|\psi|^4$ vanishes at both ends of every lattice line, so $f$ at a point is at most half the sum of $|\Delta f|$ along any line through it. Call these half-sums $a(y,z)$, $b(x,z)$, $c(x,y)$; their totals are $D_i/2$. Then $f^{3/2}\le\sqrt{abc}$. Applying Cauchy–Schwarz first to the sum over $x,y$ and then to that over $z$,

$$\sum_{xyz}\sqrt{abc}\le\Big(\sum_{xy}c\Big)^{1/2}\sum_z\Big(\sum_y a\sum_x b\Big)^{1/2}\le\prod_i\left(\frac{D_i}{2}\right)^{1/2}.$$

The left side is at least $S$, so $S\le2^{3/2}(k_1k_2k_3)^{1/4}S^{3/4}$, that is, $S\le64k_1k_2k_3\le64(k/3)^3$. One more Cauchy–Schwarz step gives

$$\sum|\psi|^4\le\Big(\sum|\psi|^2\Big)^{1/2}S^{1/2}\le8\left(\frac k3\right)^{3/2}.$$

With $\kappa=k/3$ the energy therefore obeys

$$E\ge3t\kappa-4g\kappa^{3/2}.$$

The right side is largest at $\sqrt\kappa=t/2g$, where it equals $3t^3/4g^2-t^3/2g^2=t^3/4g^2$. A state of negative energy needs $\sqrt\kappa>3t/4g$, beyond this point, while the free state has $\kappa\to0$. Every continuous path from the free state to a polaron of negative energy thus climbs to at least $t^3/4g^2$. This proves that the barrier exists; it does not estimate its height.

## Why iteration and mixing do not cross it

One cycle has two steps. At fixed $p$, the electron goes to the ground state $\phi$ of its Hamiltonian $H$, with energy $\varepsilon_0$. Write the old state as $\cos\theta\,\phi+\sin\theta\,\eta$ with $\eta$ normalized and orthogonal to $\phi$. As $\phi$ is an eigenstate, there is no cross term:

$$\langle H\rangle=\varepsilon_0\cos^2\theta+\langle\eta|H|\eta\rangle\sin^2\theta ,$$

and this does not rise as $\theta$ goes to zero. At fixed $\psi$, the $p$-dependent part of $J$ is $\frac g2\sum(p_i-|\psi_i|^2)^2$ plus a constant. Moving $p$ a fraction $\alpha$ of the way to $|\psi|^2$, with $0<\alpha\le1$, lowers it.

The cycle therefore follows a continuous path on which $J$ never rises. Since $J\ge E$, a run that starts on the free side below the lowest pass stays there. Smaller mixing slows the descent but opens no way across. Extrapolating mixers, which may step outside this path, are not covered by the argument.

In a periodic cell of $M^d$ sites the uniform state, with density $n=M^{-d}$, reproduces itself in every dimension. What matters is the fate of a small wave. Put $p=n+\zeta\cos(\mathbf q\cdot\mathbf r)$, and let $\varepsilon_q$ be the band energy at $\mathbf q$. First-order perturbation theory gives

$$\delta\psi=\frac{g\zeta\sqrt n}{\varepsilon_q}\cos(\mathbf q\cdot\mathbf r),\qquad \delta|\psi|^2=2\sqrt n\,\delta\psi=\lambda\,\zeta\cos(\mathbf q\cdot\mathbf r),\qquad \lambda=\frac{2gn}{\varepsilon_q}.$$

With mixing, the amplitude is multiplied by $1+\alpha(\lambda-1)$ per cycle, so it grows if $\lambda>1$, whatever $\alpha$ is. The energy gives the same criterion. The elastic cost is $\frac g2\zeta^2\sum\cos^2$ and the second-order electronic gain is $g^2\zeta^2(n/\varepsilon_q)\sum\cos^2$, so

$$\Delta J=\frac g2\zeta^2(1-\lambda)\sum\cos^2(\mathbf q\cdot\mathbf r).$$

The longest wave has the smallest $\varepsilon_q=2t(1-\cos2\pi/M)\approx4\pi^2t/M^2$, hence the largest multiplier:

$$\lambda\approx\frac{g}{2\pi^2t}\,M^{2-d}.$$

Enlarging the cell makes the uniform state less stable in one dimension and more stable in three. A chain cell longer than about $2\pi^2t/g$ sites has $\lambda>1$ and needs no localized seed, but it does need its symmetry broken, however weakly. In a shorter cell the uniform state of the chain is stable against small waves.

## Two dimensions are marginal

For $d=2$ both energies scale as $L^{-2}$ and $E=(T-V)/L^2$. A Gaussian has $T=V$ at $g=4\pi t\approx12.6t$. The best shape is a stationary state of the continuum energy, and stationarity under a change of $L$ requires $T=V$. Its numerical solution lowers the threshold to $g=11.70t$. Above this value, a wide state of the best shape lowers its energy by contracting.

Below it, the lattice matters. The band energy $2-2\cos q\approx q^2-q^4/12$ lies under the parabola, which adds a term $-c/L^4$ with $c>0$. When $T>V$,

$$E=\frac{T-V}{L^2}-\frac{c}{L^4}$$

has a maximum at $L^2=2c/(T-V)$. Just below the threshold this lies at large $L$, where the expansion holds. Discreteness thus creates a barrier in two dimensions, which pure scaling misses. Localized states centred on a site exist there from $g=5.70t$ upward.

A periodic cell adds another window. The uniform state loses stability only at $g=2\pi^2t\approx19.7t$, independent of $M$ for large cells. Between $11.7t$ and $19.7t$ a finite seed is still needed, but all continuum energies in the cell scale as $M^{-2}$, so in large cells the barrier falls off as $M^{-2}$.

## Numbers for a small polaron

Take the round model parameters $t=0.1$ eV and $g=12t$, with $M=12$. The multipliers are

$$\lambda_{1}=7.46,\qquad\lambda_{2}=0.622,\qquad\lambda_{3}=0.0518 .$$

Doubling $M$ changes them to 14.7, 0.611 and 0.0255, as the scaling requires. Let the seed put a weight $w$ of the distortion on one site and spread the rest evenly. In the chain, $w=0.001$ grows into a polaron with 99% of its density on one site. In two dimensions the same seed dies at $g=12t$ and grows at $g=24t$, on either side of the cell's threshold.

In three dimensions even $w=0.1$ dies, in 5 cycles with full replacement and in 47 with $\alpha=0.3$. Convergence here means that density and distortion agree to $10^{-8}$ on every site. The slow run follows from the mixing. A one-site seed consists mostly of short waves, for which $\lambda$ is far below $0.052$ and the multiplier per cycle is close to $1-\alpha=0.70$. The 46 updates before the last cycle reduce the initial mismatch to $0.1\times0.70^{46}\approx0.75\times10^{-8}$. A seed with $w=0.8$ reaches the polaron, at $-0.526t=-0.053$ eV, while the uniform state lies at $-g/2M^3=-0.0035t$. The weak seed has therefore converged to a self-consistent solution that is not the lowest.

For the barrier, the continuum formula has $T=1.5t$ and $V=0.381t$, so $L_b=0.38$ sites and $E_b=3.4t$. A width below one site rules the formula out: it assigns a kinetic energy $T/L_b^2\approx10t$, whereas an electron on a single site has only $6t$. Lattice Gaussians give a top of $1.05t$. At $g=200t$, where the top is 6.4 sites wide, continuum and lattice agree within 1% ($0.0124t$ and $0.0123t$).

A better value comes from the stationary states. Varying $E$ at fixed norm, with the level at $-\omega t$, gives $-t\Delta\psi-g\psi^3=-\omega t\psi$, where $\Delta$ is the lattice Laplacian. With $u=\sqrt{g/t}\,\psi$,

$$-\Delta u+\omega u=u^3,\qquad \sum u^2=\frac gt .$$

In three dimensions $\sum u^2$ has a minimum as a function of $\omega$, at 7.85. Above $g=7.85t$ there are then two single-peaked site-centred solutions: a polaron and a more weakly bound saddle. The polaron falls below the free state at $g=10.8t$. At $g=12t$ the saddle lies at $0.659t$, so this pass lies above the uniform state by

$$0.659t+0.003t=0.662t=0.066\ \text{eV}.$$

Starting from 0.95 times the saddle's distortion leads to the uniform state, and from 1.05 times to the polaron, so this solution does separate the two. The barrier depends slightly on the cell, rising to $0.664t$ at $M=32$. A pass of another shape could be lower. The rigorous bound, $t/(4\cdot12^2)=0.0017t$, is far below.

## How strong the seed must be

A one-site seed acts on the electron as a well of depth $U=gw$. For a state bound by an energy $b$, the Schrödinger equation in reciprocal space gives $\psi_0=UG(b)\psi_0$, hence

$$\frac1U=G(b)=\int\frac{d^dq}{(2\pi)^d}\,\frac{1}{\varepsilon_q+b}.$$

In one dimension $G=1/\sqrt{b(b+4t)}$ diverges as $b\to0$, so every well binds, with $b=\sqrt{4t^2+U^2}-2t$. For $U=0.5t$ this is $0.062t$. In three dimensions the factor $q^2dq$ cancels the divergence of $1/\varepsilon_q$, and a well binds only if $U>1/G(0)=3.96t$.

The critical seed found by bisection, with full replacement, is $w=0.37$, or $U=12t\times0.37=4.4t$, at $M=12$; it drifts from $0.379$ at $M=8$ to $0.366$ at $M=16$. It lies above the binding threshold for a reason. The bound state has amplitudes proportional to $1/(\varepsilon_q+b)$, and in three dimensions its norm $\int d^3q/(\varepsilon_q+b)^2$ diverges as $b\to0$ while its central amplitude stays finite. A barely bound electron therefore has almost no density on the seeded site, and the next distortion is too weak to hold it. The seed must bind the electron tightly enough to be renewed.

## When the three-dimensional barrier disappears

The argument rests on short-range coupling. In a polar crystal there is also an attraction $-\frac f2\iint|\psi(\mathbf r)|^2|\psi(\mathbf r')|^2/|\mathbf r-\mathbf r'|$. For the Gaussian, the separation of two points has variance $L^2$ per component, so $\langle1/r\rangle=\sqrt{2/\pi}/L$ and

$$E(L)=\frac T{L^2}-\frac V{L^3}-\frac FL,\qquad F=\frac f{\sqrt{2\pi}} .$$

At large $L$ the last term wins, and the free state runs downhill as in one dimension. Multiplying $dE/dL=0$ by $L^4$ gives

$$FL^2-2TL+3V=0,\qquad L=\frac{T\pm\sqrt{T^2-3VF}}{F}.$$

If $T^2>3VF$, the outer root is a minimum, a large polaron, and the inner root is a maximum that separates it from the small one. For $f=1.8t$, $F=0.718t$ and the outer root is

$$L=\frac{1.5+\sqrt{2.25-0.82}}{0.718}\approx3.75\ \text{sites},\qquad E\approx-0.092t .$$

In an infinite crystal no seed is needed to reach this state. In a periodic cell the Fourier transform $4\pi/q^2$ of $1/r$ replaces $g$ by $g+4\pi f/q^2$ in the multiplier. At $q=2\pi/M$ this adds $fM/2\pi^3t$ to $\lambda$, which grows with the cell as in one dimension. For $f=1.8t$ it is only about $0.35$ at $M=12$, and the uniform state becomes unstable only for $M$ above about 34. Within the continuum estimate, a seed is still needed for the small polaron, until the inner barrier vanishes above $f\approx4.9t$. That figure is only qualitative, since the inner root is narrower than a site: for lattice Gaussians it depends on the value given to $1/r$ on a single site, and lies near $3.5t$ if this is the cell average 2.38 and near $7t$ if it is zero. The numerical output below lists the main values used here.

## Calculated quantities

```
Hopping t: 0.1 eV
Coupling g: 12 t
Sites per cell edge M: 12
3D Gaussian coefficient T: 1.5 t
3D Gaussian coefficient V: 0.38096 t
3D continuum barrier width 3V/2T: 0.38096 sites
3D continuum barrier height: 3.4451 t
3D lattice Gaussian path, top: 1.0465 t
3D lattice Gaussian path, width at top: 0.82795 sites
g=200t: continuum barrier: 0.012403 t
g=200t: lattice Gaussian barrier: 0.012288 t
g=200t: width at top: 6.3647 sites
3D rigorous lower bound on barrier: 0.0017361 t
Largest left/right ratio in inequality: 0.057232
2D continuum critical coupling: 11.701 t
2D least g with localized state: 5.7013 t
2D periodic-cell threshold 2 pi^2: 19.739 t
3D least g with localized state: 7.8522 t
3D g where polaron and free energies agree: 10.815 t
3D saddle energy, M=12: 0.65901 t
3D saddle energy, M=32: 0.66364 t
3D uniform energy, M=12: -0.0034722 t
3D barrier above uniform, M=12: 0.66248 t
3D barrier above uniform, M=12: 0.066248 eV
3D saddle density on central site: 0.36015
3D polaron energy, M=12: -0.52634 t
3D polaron energy, M=12: -0.052634 eV
3D polaron density on central site: 0.94949
1D polaron energy, M=12: -4.1673 t
1D SCF multiplier: measured M=12 7.46410, formula M=12 7.46410, M=24 14.67387
2D SCF multiplier: measured M=12 0.62201, formula M=12 0.62201, M=24 0.61141
3D SCF multiplier: measured M=12 0.05183, formula M=12 0.05183, M=24 0.02548
SCF runs: final largest site density, iterations
  1D seed 0.001: 0.98581, 12
  2D seed 0.001: 0.00694, 16
  2D seed 0.001, g=24t: 0.99289, 35
  3D seed 0.1: 0.00058, 5
  3D seed 0.1, alpha=0.3: 0.00058, 47
  3D seed 0.8: 0.94949, 10
  3D 0.95 x saddle: 0.00058, 7
  3D 1.05 x saddle: 0.94949, 12
3D critical one-site seed weight: 0.36934
3D critical seed well depth: 4.432 t
3D one-site binding threshold: 3.9568 t
1D level in one-site well of depth 0.5t: -0.061553 t
Polar coupling f: 1.8 t
Polar f above which inner barrier vanishes: 4.9348 t
Large-polaron width at this f: 3.7537 sites
Large-polaron energy at this f: -0.09205 t
```
